# Island capture rates from basins of the adatom flux

## What goes wrong with the nearest island

During epitaxial growth, atoms land on a surface, wander as adatoms and join islands. To predict how fast each island grows, one must know how many adatoms it captures. A simple guess credits every landing atom to the nearest island edge. For the four islands computed below, that guess gives the smallest one 2154 nm² of terrace, while its capture corresponds to 1909 nm². Its growth is overestimated by 13 %, although the total over all islands is right.

The correct cell is set by the flux of adatoms, not by distance. It gives the capture rate as deposition flux times an area.

## Setting and statement

Take a flat surface that repeats periodically and carries at least one island in each cell. The islands are fixed and have smooth edges. The bare surface between them is the terrace, of area $A_T$ per cell. Atoms land at a uniform rate $F$ per area and time, diffuse with the same constant $D$ everywhere and in all directions, and do not interact. None desorbs, and no new island nucleates. An adatom that touches an edge stays there.

Let $n(\mathbf x)$ be the mean adatom density. The flux is $\mathbf J=-D\nabla n$. In the steady state, the outflow from any small region balances the deposition in it:

$$\nabla\cdot\mathbf J=F,\qquad\text{so}\qquad D\nabla^2 n+F=0,\qquad n=0\ \text{on the edges.}$$

The **basin** of island $i$ is the set of terrace points from which the flow line of $\mathbf J$ ends on edge $i$. Its area is $A_i$, without the area under the island. The claim is that the net capture rate from the terrace is

$$R_i=F A_i ,$$

and that $\mathbf J$ has no normal component on the separatrices, the lines between basins.

It helps to remove $F$ and $D$. With $\nu=Dn/F$,

$$\nabla^2\nu=-1,\qquad \nu=0\ \text{on the edges},\qquad \mathbf J=-F\nabla\nu .$$

The function $\nu$ has the unit of an area and depends on the geometry alone. So do the basins. In this model $D$ changes the adatom density but not the capture rates.

## The flux enters every edge

At an interior minimum of $\nu$ both principal second derivatives would be at least zero, contradicting $\nabla^2\nu=-1$. The minimum therefore lies on an edge, and $\nu>0$ on the terrace.

We also need a strictly positive slope at the edge. Let $\mathbf N$ be the unit normal pointing from the island into the terrace. At a chosen edge point, place a small disc of radius $\rho$ and centre $\mathbf c$ inside the terrace, touching the edge there. In this disc compare $\nu$ with

$$u=\tfrac14\left(\rho^2-|\mathbf x-\mathbf c|^2\right),\qquad \nabla^2u=-1 .$$

The difference $\nu-u$ has zero Laplacian, so its minimum lies on the rim of the disc. There $u=0$ and $\nu\ge0$, hence $\nu\ge u$ throughout the disc. Both vanish at the contact point, so $\nu$ rises at least as steeply as $u$:

$$g\equiv\frac{\partial\nu}{\partial N}\ \ge\ \frac{\rho}{2}\ >0 .$$

Since $\mathbf J\cdot\mathbf N=-Fg<0$, adatoms flow into the island at every edge point. The capture rate is

$$R_i=-\oint_i\mathbf J\cdot\mathbf N\,ds=F\oint_i g\,ds ,$$

where $s$ is arc length along the edge.

## Following the flux backwards

Start at the edge point with label $s$ and move against the flux:

$$\frac{\partial\mathbf X}{\partial t}=\nabla\nu(\mathbf X),\qquad \mathbf X(s,0)=\text{edge point } s .$$

Both sides are lengths, so $t$ is a dimensionless label and not a physical time. Along the curve,

$$\frac{d\nu}{dt}=\nabla\nu\cdot\frac{\partial\mathbf X}{\partial t}=|\nabla\nu|^2\ge0 .$$

At the edge this rate is positive, so $\nu$ rises above zero and never falls back. The curve cannot return to an edge. Its speed is bounded, so it cannot run away at finite $t$ either. It exists for all $t\ge0$.

Different pairs $(s,t)$ give different points. Suppose $\mathbf X(s,t)=\mathbf X(s',t')$ with $t\ge t'$. One flow line passes through each point, so going back by $t'$ gives $\mathbf X(s,t-t')=\mathbf X(s',0)$, which lies on an edge. A curve touches an edge only at its start, hence $t=t'$ and $s=s'$. The pairs $(s,t)$ therefore cover the basin once.

The area element is $|j|\,ds\,dt$, where

$$j=a_1b_2-a_2b_1,\qquad \mathbf a=\frac{\partial\mathbf X}{\partial s},\qquad \mathbf b=\frac{\partial\mathbf X}{\partial t}.$$

Let $H$ be the matrix of second derivatives of $\nu$, with entries $H_{11}=p$, $H_{12}=H_{21}=q$, $H_{22}=r$. Differentiating the flow equation with respect to $s$ and to $t$ gives

$$\frac{\partial\mathbf a}{\partial t}=H\mathbf a,\qquad \frac{\partial\mathbf b}{\partial t}=H\mathbf b .$$

Now differentiate $j$ by the product rule:

$$\begin{aligned}
\frac{\partial j}{\partial t}={}&(pa_1+qa_2)b_2-(qa_1+ra_2)b_1\\
&+a_1(qb_1+rb_2)-a_2(pb_1+qb_2)\\
={}&(p+r)(a_1b_2-a_2b_1).
\end{aligned}$$

The four terms with $q$ cancel in pairs. Since $p+r=\nabla^2\nu=-1$,

$$\frac{\partial j}{\partial t}=-j,\qquad |j(s,t)|=|j(s,0)|\,e^{-t}.$$

At $t=0$, $\mathbf a$ is the unit tangent of the edge and $\mathbf b=\nabla\nu$. The determinant then picks out the normal component of $\mathbf b$, so $|j(s,0)|=g(s)$. The basin area is

$$A_i=\oint_i ds\int_0^\infty g(s)\,e^{-t}\,dt=\oint_i g\,ds=\frac{R_i}{F}.$$

This proves the capture law without assuming that the basin has a smooth boundary.

The exponential has a direct meaning. A narrow tube of flow lines carries less flux the farther upstream one looks, because less area remains to feed it. The part still upstream of label $t$ is the fraction $e^{-t}$ of the tube's area. For a tube starting on island 1 below, the flux at $t=2$ is 0.13534 of its edge value, in agreement with $e^{-2}$.

## Nothing is left over, and nothing net crosses

Apply the divergence theorem to $\nabla\nu$ on the whole terrace. The outward normal of the terrace is $-\mathbf N$, and contributions from opposite sides of the periodic cell cancel:

$$-A_T=\int\nabla^2\nu\,dA=-\sum_i\oint_i g\,ds=-\sum_iA_i .$$

The basins fill the terrace, and the points that belong to none have zero total area.

If the flow line from a point reaches edge $i$, so do the lines from all sufficiently close points, because the line meets the edge with nonzero normal velocity. Each basin is thus open within the terrace. A separatrix point then belongs to no basin, and by continuity the whole flow line through it lies in the separatrix. Where the separatrix is a smooth curve, there are two possibilities: $\mathbf J$ is tangent to it, or $\mathbf J=0$. In both cases the normal component vanishes.

For a piecewise smooth boundary this gives a second, shorter proof:

$$FA_i=\int_{A_i}\nabla\cdot\mathbf J\,dA=R_i+0 .$$

The zero is the flux through the separatrices.

In a typical island pattern the separatrices are ridges of $\nu$ that pass through saddle points and end on maxima. At a saddle one principal second derivative is positive and the other negative. The ridge climbs along the first direction, and the flux leaves towards islands along the second. Maxima, ridges and basins then form the corners, lines and faces of a map on a periodic cell. When every face, with its island filled in, is a simple patch, Euler's formula for such a map reads

$$(\text{maxima})-(\text{saddles})+(\text{islands})=0 .$$

The example has one maximum, five saddles and four islands.

## A case without saddles: parallel steps

Let two straight absorbing edges lie at $x=0$ and $x=w$. Then $\nu''=-1$ with $\nu(0)=\nu(w)=0$ gives

$$\nu=\tfrac12x(w-x),\qquad \nu'(0)=\frac w2,\qquad \nu'(w)=-\frac w2 .$$

Each edge collects $Fw/2$ per unit length. The separatrix is the midline $x=w/2$, where the whole flux vanishes. Here equal division by distance is correct because of the mirror symmetry.

## What single atoms do

Zero net flux does not stop individual adatoms from crossing a separatrix. Let $p_i(\mathbf x)$ be the probability that an adatom now at $\mathbf x$ is finally captured by island $i$. A short random move has no preferred direction, so $p_i(\mathbf x)$ equals its average over a small circle around $\mathbf x$. Hence $\nabla^2p_i=0$, with $p_i=1$ on edge $i$ and $p_i=0$ on the others. Green's identity on the terrace, again with outward normal $-\mathbf N$, reads

$$\int\left(p_i\nabla^2\nu-\nu\nabla^2p_i\right)dA=-\sum_k\oint_k\left(p_i\frac{\partial\nu}{\partial N}-\nu\frac{\partial p_i}{\partial N}\right)ds .$$

The left side is $-\int p_i\,dA$. On the right $\nu=0$ at all edges and $p_i$ survives on edge $i$ alone, leaving $-\oint_i g\,ds$. Therefore

$$\int p_i\,dA=A_i .$$

Split the integral into the parts inside and outside basin $i$, and write $A_i=\int_{\rm in}1\,dA$:

$$\int_{\rm out}p_i\,dA=\int_{\rm in}(1-p_i)\,dA .$$

Atoms that land elsewhere and are caught by $i$ balance those that land in basin $i$ and are caught elsewhere. A basin is thus an account of rates and does not predict the fate of one atom.

## Four islands on Si(111)

The periodic cell is 100 nm wide and holds four round islands, each one bilayer high. The temperature is 1000 K, so $k_BT=0.0862$ eV. Setting the lattice constant to $a=0.543$ nm gives a surface cell of area $\sqrt3a^2/4$ with two atoms per bilayer, hence a bilayer density $N_0=15.66$ nm⁻². At 0.001 bilayer/s,

$$F=0.001\times15.66=0.01566\ \text{nm}^{-2}\,\text{s}^{-1}.$$

A diffusion barrier of 1.1 eV and a prefactor of $10^{-3}$ cm²/s, both rough assumed values, give

$$D=10^{-3}\,e^{-1.1/0.0862}\ \text{cm}^2/\text{s}\approx2.9\times10^{-9}\ \text{cm}^2/\text{s}.$$

| Island | Centre (nm) | Radius (nm) | Basin (nm²) | Nearest-edge cell (nm²) | Rate (1/s) |
|---|---|---|---|---|---|
| 1 | (18, 22) | 4 | 1909 | 2154 | 29.9 |
| 2 | (50, 18) | 8 | 2683 | 2452 | 42.0 |
| 3 | (40, 62) | 5 | 2097 | 2082 | 32.8 |
| 4 | (82, 70) | 7 | 2827 | 2828 | 44.3 |

For island 1 the rate is $0.01566\times1909\approx29.9$ atoms/s. The basin areas were found by tracing the ridges, and the edge integrals $\oint g\,ds$ separately. The largest difference is about $2\times10^{-5}$ of the edge integral. As a test that does not use $n$, 38016 random walkers were released evenly over the terrace. The islands caught 20.2, 28.0, 22.3 and 29.5 % of them, against basin shares of 20.1, 28.2, 22.0 and 29.7 %. The differences are of the size expected from counting.

The nearest-edge rule is wrong by +13 % for island 1 and −9 % for island 2, relative to the basins. The nearest-edge areas come from a grid count and are uncertain by about 1 nm². For island 4 the two areas agree within that, which does not show that the two cells have the same shape.

About half of all atoms, 49.6 %, are caught outside the basin in which they land. For island 1 the outgoing and incoming exchange correspond to 1032 and 1033 nm², more than half of its basin. These are grid sums: a finer grid shifts these areas by 1–2 nm² and the percentage by up to 0.1.

The edge of a round island of radius $r_i$ advances at $R_i/(2\pi r_iN_0)$. For island 1 this is $29.9/(25.1\times15.66)\approx0.076$ nm/s, and for island 2 it is 0.053 nm/s. The smallest island captures least, but its edge moves fastest.

## When the law holds and when it fails

**Slow attachment.** Suppose atoms join at a finite rate, $D\,\partial n/\partial N=\kappa n$ at the edge. With $\ell=D/\kappa$ the condition becomes $\nu=\ell g$. A minimum of $\nu$ still lies on an edge. There $g\ge0$, so $\nu\ge0$ everywhere. An edge point with $\nu=0$ would have $g>0$ by the disc comparison, which contradicts $\nu=\ell g$. Hence $\nu>0$ on the edges, and $g=\nu/\ell>0$. The backward flow enters the terrace at every edge point and cannot leave, so the proof stands. The law survives, but the basins move.

Take $\ell=1.55$ nm, the hop length between half cells of the 7×7 reconstruction. The basins of islands 1 to 4 then change by −2.9, +2.5, −0.8 and +0.2 %. The average edge value of $\nu$ is $\ell A_i/(2\pi r_i)$, which is largest for island 1 and smallest for island 2. A higher edge density than at the neighbours turns flux away. This accounts for the changes of islands 1 to 3; the small change of island 4 is not fixed by the average edge values alone.

**Release from the edges.** At 1000 K real edges also release adatoms. If this keeps the same density $n_{\rm eq}$ at every edge, it only adds the constant $n_{\rm eq}$ to $n$. The flux $\mathbf J$, the basins and the net capture rates stay the same. Strongly curved edges hold a slightly higher density. With an assumed step energy of 0.2 eV/nm and the thermal adatom density used below, this changes the net rates of the four islands by less than 0.3 %. This estimate is fragile. The change is proportional to $Dn_{\rm eq}$, so it depends exponentially on the sum of the diffusion barrier and the adatom formation energy, here an assumed 2.3 eV. With the same prefactors, island 1 loses about 9 % of its rate if the sum is 2.0 eV, and it stops growing near 1.8 eV. Small islands then feed large ones, and $FA_i$ with the tabulated areas no longer gives the net rates.

**Desorption.** If adatoms desorb after a mean time $\tau$, then $\nabla\cdot\mathbf J=F-n/\tau$ and capture falls below $FA_i$. Without desorption the mean adatom lifetime $\bar t$ follows from (number present) = (arrival rate) × (lifetime):

$$\bar t=\frac{1}{FA_T}\int n\,dA=\frac{1}{DA_T}\int\nu\,dA .$$

To first order the lost fraction is $\int(n/\tau)\,dA/(FA_T)=\bar t/\tau$. For the parallel steps, $\int_0^w\nu\,dx=w^3/12$, so $\bar t=w^2/12D$. With $\lambda^2=D\tau$ the predicted loss is $w^2/12\lambda^2$. At $\lambda=5w$ this is 0.00333, and the full solution with desorption gives 0.00332. For the four islands $\bar t=1.4$ ms. An assumed desorption barrier of 3.0 eV with a rate prefactor of $10^{13}$ s⁻¹ gives a loss of about $10^{-5}$.

**Nucleation.** Like the neglect of release from curved edges, this is a delicate assumption. With an assumed capture number of 3, and with thermally created adatoms included, there are about 0.05 pair meetings per deposited atom. If pairs were stable, new islands would soon appear and redraw the basins. If pairs are bound by 0.5 eV and keep breaking up, and every 1×1 surface cell counts as an adatom site, about 0.1 three-atom clusters are expected in the periodic cell in 10 s. With these values the fixed set of islands is a fair description for that time. The estimate is fragile, however. A pair binding of 0.6 eV triples it, and counting one site per half cell of the 7×7 reconstruction raises it above one. For real Si(111) the fixed set of islands is therefore an assumption.

**Moving edges and few atoms.** During one adatom lifetime the edges move by about $10^{-4}$ nm or less, so the steady density follows the islands closely. Over many seconds $A_i$ must be updated. On average only 0.2 deposited adatoms are on the terrace, so $n$ is a mean over many repetitions. At fixed rates island 1 captures about 299 atoms in 10 s, with a counting noise of $1/\sqrt{299}\approx6\,\%$ if the edges release no adatoms. Released adatoms that pass from one island to another add to this noise.

## Beside real silicon growth

The energies are rough, and the fixed set of islands relies on the low flux of 0.001 bilayer/s and on the assumed pair binding and site density. The barrier's uncertainty does not affect the capture rates for purely absorbing edges, but it strongly affects nucleation and the exchange between curved edges. The table describes real islands only if that exchange is as small as the assumed energies make it. At ten times the flux, the mean adatom density, including a thermal part of $7\times10^{-6}$ nm⁻² for an assumed formation energy of 1.2 eV, rises from $2.9\times10^{-5}$ to $2.2\times10^{-4}$ nm⁻². The three-atom estimate grows roughly as its cube, to several tens in 10 s, and the fixed set of islands is no longer justified.

Real Si(111) islands tend to be triangular rather than round. The proof assumes smooth edges, so it covers triangles with rounded corners, but the areas in the table would change. Atoms landing on top of an island are a further correction. If all of them step down and join the edge, the rate of island 1 rises from 29.9 to 30.7 atoms/s and that of island 2 from 42.0 to 45.2 atoms/s. The remaining values are in the numerical output.

## Calculated quantities

```
cell side: 100 nm; islands: 4
island centres x: 18, 50, 40, 82 nm
island centres y: 22, 18, 62, 70 nm
island radii: 4, 8, 5, 7 nm
temperature: 1000 K; kT: 0.0862 eV
lattice constant: 0.543 nm; bilayer density: 15.66 nm^-2
flux: 0.001 bilayer/s = 0.01566 nm^-2 s^-1
diffusion barrier: 1.1 eV; prefactor: 0.001 cm^2/s
D: 2.859e+05 nm^2/s = 2.859e-09 cm^2/s
largest edge value of nu (should be 0): 8.9e-06 nm^2
maxima: 1; saddles: 5
footprints: 50.3, 201.1, 78.5, 153.9 nm^2
terrace basin areas from separatrices: 1908.9, 2683.1, 2096.8, 2827.4 nm^2
edge flux / F from quadrature: 1909.0, 2683.0, 2096.8, 2827.4 nm^2
largest relative difference of the two: 2.1e-05
sum of basins with footprints: 10000.0 nm^2
terrace capture rates: 29.90, 42.03, 32.85, 44.29 atoms/s
rates if top landers also join: 30.69, 45.18, 34.08, 46.70 atoms/s
nearest-edge cell areas, terrace part: 2154.2, 2451.6, 2082.3, 2828.1 nm^2
nearest-edge cell / basin - 1: 12.9, -8.6, -0.7, 0.0 %
basin shares of terrace: 20.06, 28.19, 22.03, 29.71 %
random-walker shares: 20.15, 28.03, 22.29, 29.53 %
number of walkers: 38016
landed inside, caught elsewhere (area equivalent): 1031.6, 1282.3, 1094.5, 1316.3 nm^2
landed elsewhere, caught here (area equivalent): 1032.8, 1285.4, 1089.9, 1316.6 nm^2
atoms caught outside landing basin: 49.6 % (walkers: 49.3 %)
flux-tube ratio at t = 2: 0.13534; exp(-2): 0.13534
largest nu: 597.3 nm^2; largest n: 3.27e-05 nm^-2
mean deposited adatom density: 2.16e-05 nm^-2
mean adatoms on terrace: 0.206
mean adatom lifetime: 1.380 ms
strip test, desorbed fraction: 0.00332; estimate: 0.00333
assumed desorption: 3.0 eV, 1e+13 1/s; desorbed fraction: 1.0e-05
assumed adatom formation energy: 1.2 eV; thermal density: 7.02e-06 nm^-2
assumed pair capture number: 3.0; pair binding: 0.5 eV
pair meetings per deposited atom: 4.80 %
three-atom clusters expected in 10 s: 9.7e-02
assumed step energy: 0.2 eV/nm
capture change from edge curvature: -0.26, 0.18, -0.10, 0.08 %
hop length = attachment length: 1.552 nm
basin areas with finite attachment: 1853.9, 2749.6, 2080.7, 2832.0 nm^2
edge flux / F with finite attachment: 1853.9, 2749.6, 2080.7, 2832.0 nm^2
basin change from finite attachment: -2.88, 2.48, -0.77, 0.16 %
edge speeds: 0.0760, 0.0534, 0.0667, 0.0643 nm/s
largest edge shift in one adatom lifetime: 1.0e-04 nm
atoms captured in 10 s: 299, 420, 328, 443 atoms
counting noise of that number: 5.8, 4.9, 5.5, 4.8 %
```
